# Estimating crystal-field splittings of heavy rare earths from an erbium fit

Consider a series of crystals with one structure and a different heavy rare earth on the same tetragonal site. Suppose the crystal-field levels of the Er$^{3+}$ member have been fitted with five parameters, and the spectra of the Tb, Dy, Ho, Tm and Yb members are still unknown. The first quantity wanted is the overall splitting $\Delta$ of each ground multiplet, the distance from its lowest to its highest level, since it fixes the energy window of a measurement and the temperature scale, $k_BT\sim\Delta$, on which the upper levels become populated. Energies are in cm$^{-1}$ and lengths in bohr.

## Back-of-envelope argument

Within a multiplet $J$ the field is written $H=\sum_{kq}B_k^qO_k^q$, where the Stevens operators $O_k^q$ are polynomials of degree $k$ in $\mathbf J$. Each parameter factorizes as $B_k^q=A_{kq}\langle r^k\rangle\theta_k$ into a lattice factor, a radial moment of the 4f shell and an angular Stevens factor. If $A_{kq}$ is common to the series, the parameters move with $\theta_k\langle r^k\rangle$.

The splitting does not. The ratio $\theta_6(\mathrm{Yb})/\theta_6(\mathrm{Er})$ is 71.5, as derived below, yet the energy of a state is the interaction of its 4f charge cloud with the lattice, and the rank-$k$ multipole of that cloud is a sum of a few one-electron averages of a Legendre polynomial, each below one in size. Since $O_k^q$ grows as $J^k$, $\theta_k$ must fall roughly as $J^{-k}$, and the product stays within a decade of one for every ion (0.14 to 2.0 in rms size, as tabulated below). The crude estimate drops the angular factor and keeps the radial one at the middle rank:
$$\Delta_{\rm crude}(\mathrm R)\approx\Delta(\mathrm{Er})\,\langle r^4\rangle_{\mathrm R}/\langle r^4\rangle_{\rm Er}.$$
With $\Delta(\mathrm{Er})=161$ cm$^{-1}$ and the ratios 1.298 for Tb and 0.860 for Yb, all obtained below, this gives 209 cm$^{-1}$ for Tb and 138 cm$^{-1}$ for Yb: one order of magnitude throughout, with a steady fall as the shell contracts.

## Factorization of the field

Assume that the field is a one-electron potential from charges outside the 4f shell. For a charge at $\mathbf R$,
$$\frac1{|\mathbf r-\mathbf R|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$
with $\gamma$ the angle between $\mathbf r$ and $\mathbf R$. For $r<R$ the rank-$k$ term is $r^kP_k(\cos\gamma)/R^{k+1}$, a harmonic polynomial of degree $k$ in the electron coordinates. A product of two $l=3$ harmonics is even under inversion and contains ranks up to 6, and $k=0$ shifts all levels alike, so only $k=2,4,6$ split the shell. At a site of symmetry $D_{4h}$, $D_4$, $C_{4v}$ or $D_{2d}$, with $x$ along a twofold axis or in a mirror plane, five polynomials of these ranks are invariant:
$$f_{k0}=N_kr^kP_k(\cos\theta),\quad N_2=2,\ N_4=8,\ N_6=16,$$
$$f_{44}=x^4-6x^2y^2+y^4=r^4\sin^4\theta\cos4\phi,\qquad f_{64}=(11z^2-r^2)f_{44}.$$
Thus $H=\sum_{kq}A_{kq}\sum_if_{kq}(\mathbf r_i)$, where $A_{kq}$ contains the electron charge, the ligand charges and angles, and the factor $R^{-(k+1)}$. All 4f electrons share one radial function, so the radial integral gives $\langle r^k\rangle$. Define $a_{kq}=A_{kq}\langle r^k\rangle$.

Assume next that the ground multiplet is a pure Hund term with $J=L+S$ (4f$^n$, $n=8$ for Tb to $13$ for Yb) and that the field does not mix multiplets. Replacing $x,y,z$ in $f_{kq}$ by fully symmetrized products of $J_x,J_y,J_z$ defines $O_k^q$. With $X=J(J+1)$ the results are
$$O_2^0=3J_z^2-X,$$
$$O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X,$$
$$O_6^0=231J_z^6-(315X-735)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X,$$
$$O_4^4=\tfrac12(J_+^4+J_-^4),\qquad O_6^4=\tfrac14\{11J_z^2-X-38,\;J_+^4+J_-^4\},$$
with braces for the anticommutator. The replacement commutes with rotations, so $O_k^q$ and $\sum_if_{kq}$ are the same component of two rank-$k$ tensors. By the Wigner–Eckart theorem their matrices within one $J$ are proportional with a constant that does not depend on $q$:
$$\sum_if_{kq}(\mathbf r_i)\to\theta_k\langle r^k\rangle O_k^q,\qquad B_k^q=\theta_ka_{kq}.$$

## Size of the Stevens operators

Two properties of $O_k^0$ are needed: its value at $M=J$ and its mean square. The trace is invariant under rotations, and a product of tensors of different rank contains no scalar, so $\mathrm{Tr}$ of such a product vanishes. Any polynomial in $J_z$ of degree below $k$ is a sum of tensors of rank below $k$. Hence $O_k^0(M)$ is the polynomial of degree $k$ orthogonal, under $\sum_M$, to all lower degrees, and it is fixed by its leading coefficient $N_k(2k)!/(2^kk!^2)$, which is 3, 35, 231.

Put $y=M+J=0,\dots,\nu-1$ with $\nu=2J+1$, let $y^{(k)}=y(y-1)\cdots(y-k+1)$, and define
$$u(y)=y^{(k)}(y-\nu)^{(k)},\qquad t_k(y)=\frac1{k!}\sum_{j=0}^k(-1)^{k-j}\binom kj u(y+j).$$
The sum is the $k$-th forward difference of $u$. Each difference turns the leading term $y^p$ into $py^{p-1}$, so $t_k$ has degree $k$ and leading coefficient $(2k)!/k!^2$. For any polynomial $p$, collect the terms of $\sum_yp\,t_k$ by the argument $w=y+j$ of $u$. Since $u(w)=0$ for $w=0,\dots,k-1$ and for $w=\nu,\dots,\nu+k-1$, only $k\le w\le\nu-1$ remains, where every $j$ is allowed:
$$\sum_{y=0}^{\nu-1}p(y)t_k(y)=\frac{(-1)^k}{k!}\sum_{w=k}^{\nu-1}u(w)\sum_j(-1)^j\binom kjp(w-j).$$
The inner sum is the $k$-th backward difference of $p$. It vanishes for degree below $k$, so $t_k$ is the orthogonal polynomial, and comparing leading coefficients gives $O_k^0=N_k2^{-k}t_k$. For $p=t_k$ the difference is $k!$ times the leading coefficient, $(2k)!/k!$. Also $(-1)^ku(w)=k!^2\binom wk\binom{\nu+k-1-w}k$, and $\sum_w\binom wk\binom{\nu+k-1-w}k=\binom{\nu+k}{2k+1}$, because both sides count the subsets of $2k+1$ out of $\nu+k$ ordered objects, the left side by the position of the middle element. Therefore $\sum_yt_k^2=(2k)!\binom{\nu+k}{2k+1}$, and
$$T_k\equiv\frac{\mathrm{Tr}(O_k^0)^2}{2J+1}=\frac{N_k^2\,(2J+k+1)!}{4^k(2k+1)(2J+1)(2J-k)!}.$$
At $y=\nu-1$ only $j=0$ survives, and $(-1)^{(k)}=(-1)^kk!$, so $t_k(\nu-1)=(\nu-1)^{(k)}$ and
$$O_k^0(M{=}J)=\frac{N_k(2J)!}{2^k(2J-k)!}.$$

For $q=4$, both $\mathrm{Tr}(OO')$ and the spherical average $\overline{ff'}$ are invariant bilinear forms on one irreducible rank-$k$ space, so by Schur's lemma they are proportional, and the ratio of norms can be taken on the unit sphere. There $\overline{f_{k0}^2}=N_k^2/(2k+1)$. With $c=\cos\theta$ and $I_p=\int_{-1}^1c^{2p}(1-c^2)^4dc$, term-by-term integration gives $I_0=2(1-\frac43+\frac65-\frac47+\frac19)=\frac{256}{315}$. The integral of $\frac{d}{dc}[c^{2p+1}(1-c^2)^5]$ vanishes, so $(2p+1)(I_p-I_{p+1})=10I_{p+1}$, giving $I_1=I_0/11$ and $I_2=3I_0/143$. The average of $\cos^24\phi$ is $\frac12$ and the polar average carries another $\frac12$:
$$\overline{f_{44}^2}=\frac{I_0}4=\frac{64}{315}=\frac1{35}\cdot\frac{64}9,$$
$$\overline{f_{64}^2}=\frac{121I_2-22I_1+I_0}4=\frac{64}{315}\cdot\frac{20}{13}=\frac1{63}\cdot\frac{256}{13}.$$
The mean squares of $O_4^4$ and $O_6^4$ are $T_4/35$ and $T_6/63$.

## Stevens factors from one determinant

One matrix element fixes $\theta_k$. Maximum spin means seven spin-up and $n-7$ spin-down electrons, and maximum $M_L$ puts the spin-down ones in $m=3,2,\dots$. Only one determinant has these $M_S$ and $M_L$, so it is the state $M_L=L$, $M_S=S$, which is $|J{=}L{+}S,M{=}J\rangle$. The expectation value of a one-electron operator in a determinant is the sum over occupied orbitals. Let $c_k(m)=\langle3m|P_k|3m\rangle$. The full spin-up shell has a spherical density, so $\sum_mc_k(m)=0$, and what remains is $Q_k=\sum c_k(m)$ over the spin-down orbitals. Equating $N_kQ_k=\theta_kO_k^0(M{=}J)$,
$$\theta_k=\frac{2^k(2J-k)!}{(2J)!}\,Q_k .$$

For $m=3$ the polar density is proportional to $(1-c^2)^3$. The same integration by parts gives $\langle c^{2p+2}\rangle=\langle c^{2p}\rangle(2p+1)/(2p+9)$, so $\langle c^2\rangle=\frac19$, $\langle c^4\rangle=\frac1{33}$, $\langle c^6\rangle=\frac5{429}$, and
$$c_2(3)=\tfrac12(\tfrac39-1)=-\tfrac13,\qquad c_4(3)=\tfrac18(\tfrac{35}{33}-\tfrac{30}9+3)=\tfrac1{11},$$
$$c_6(3)=\tfrac1{16}(\tfrac{1155}{429}-\tfrac{315}{33}+\tfrac{105}9-5)=-\tfrac5{429}.$$
The Wigner–Eckart theorem applied to $l=3$ makes $c_k(m)$ proportional to $O_k^0$ at $X=12$, whose values for $m=3,2,1,0$ are $(15,0,-9,-12)$, $(180,-420,60,360)$ and $(180,-1080,2700,-3600)$. Scaling to the $m=3$ values,
$$c_2=(-\tfrac13,0,\tfrac15,\tfrac4{15}),\quad c_4=(\tfrac1{11},-\tfrac7{33},\tfrac1{33},\tfrac2{11}),\quad c_6=(-\tfrac5{429},\tfrac{10}{143},-\tfrac{25}{143},\tfrac{100}{429}),$$
with $c_k(-m)=c_k(m)$. The empty spin-down orbitals of 4f$^{21-n}$ are the occupied ones of 4f$^n$ with $m\to-m$, and the full sum is zero, so $Q_k(21-n)=-Q_k(n)$. This pairs Tb with Yb, Dy with Tm and Ho with Er. The partial sums for Tb, Dy, Ho are $Q_2=-\frac13,-\frac13,-\frac2{15}$; $Q_4=\frac1{11},-\frac4{33},-\frac1{11}$; $Q_6=-\frac5{429},\frac{25}{429},-\frac{50}{429}$. For Yb, $2J=7$ and $\theta_2=\frac{4}{7\cdot6}\cdot\frac13=\frac2{63}$; the others follow in the same way.

| ion | $2J$ | $\theta_2$ | $\theta_4$ | $\theta_6$ |
|---|---|---|---|---|
| Tb | 12 | $-1/99$ | $2/16335$ | $-1/891891$ |
| Dy | 15 | $-2/315$ | $-8/135135$ | $4/3864861$ |
| Ho | 16 | $-1/450$ | $-1/30030$ | $-5/3864861$ |
| Er | 15 | $4/1575$ | $2/45045$ | $8/3864861$ |
| Tm | 12 | $1/99$ | $8/49005$ | $-5/891891$ |
| Yb | 7 | $2/63$ | $-2/1155$ | $4/27027$ |

A negative $Q_2$ means that the $M=J$ cloud is flattened into the $xy$ plane. A rank-2 field with $a_{20}>0$, acting alone, therefore puts $M=\pm J$ lowest for Tb, Dy, Ho and highest for Er, Tm, Yb.

## The transfer rule and the radial moments

The central assumption is that $A_{kq}$, including any shielding by the outer 5s and 5p shells, is the same for all members. Eliminating it between $B_k^q=\theta_kA_{kq}\langle r^k\rangle$ for ion R and for Er,
$$B_k^q(\mathrm R)=B_k^q(\mathrm{Er})\,\frac{\theta_k(\mathrm R)\langle r^k\rangle_{\mathrm R}}{\theta_k(\mathrm{Er})\langle r^k\rangle_{\rm Er}}.$$
The reference must be able to fix five numbers. By the Hellmann–Feynman theorem $\partial E_i/\partial B_k^q=\langle i|O_k^q|i\rangle$, and these derivatives sum to zero over $i$ because the operators are traceless. Half-integer $J$ gives Kramers doublets, so Yb has four levels and this Jacobian has rank at most 3. Er has eight doublets, and singular-value decomposition at the parameters used below gives rank 5, which means local uniqueness only. A rotation of the axes by 45° reverses $B_4^4$ and $B_6^4$ together and leaves every level unchanged.

The moments come from a Kohn–Sham calculation on the free ions [Xe]4f$^n$, spherically averaged and spin-unpolarized, in the local density approximation (Slater exchange, VWN correlation), with relativity in the zeroth-order regular approximation (ZORA). Its kinetic operator, in atomic units, is $(\boldsymbol\sigma\cdot\mathbf p)K(\boldsymbol\sigma\cdot\mathbf p)$ with $K=c^2/(2c^2-V)$, where $c$ is here the speed of light and $V$ the Kohn–Sham potential. The Pauli identity gives
$$(\boldsymbol\sigma\cdot\mathbf p)K(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot K\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)=\mathbf p\cdot K\mathbf p+\frac{2K'}r\,\mathbf l\cdot\mathbf s .$$
The first term, with $V$, defines the radial problem for $P(r)$, solved self-consistently in a B-spline basis; $\langle r^k\rangle=\int P_{4f}^2r^kdr$. The second gives $\zeta=2\langle K'/r\rangle$, used later. Setting $K=\frac12$ gives the nonrelativistic calculation. For Er the ZORA moments are 0.763, 1.563 and 7.029 bohr$^k$ for $k=2,4,6$, against 0.696, 1.243 and 4.776 without relativity. The sixth moment differs by a factor 1.47, but the rule uses only ratios to Er, and these differ between the two calculations by at most about 1.2 % of their value (0.824 against 0.814 for Yb at $k=6$). The absolute moments also depend on the functional, since the LDA self-interaction lets the 4f tail spread: removing the Hartree and exchange potential of the 4f orbital on itself lowers the Er values to 0.733, 1.366 and 5.32 bohr$^k$, while the ratios of Tb and Yb to Er move by less than 1 %.

## Second moment and overall splitting

Operators of different $k$ are trace-orthogonal, and those with $q=0$ and $q=4$ are too, since one is diagonal and the other changes $M$ by 4. The variance of the levels is then a sum of squares:
$$\sigma^2=\frac{\mathrm{Tr}H^2}{2J+1}=\sum_kg_k^2s_k^2,\qquad g_k=\theta_k\sqrt{T_k},$$
$$s_2^2=a_{20}^2,\qquad s_4^2=a_{40}^2+\frac{a_{44}^2}{35},\qquad s_6^2=a_{60}^2+\frac{a_{64}^2}{63}.$$
Under the transfer rule $s_k$ scales with $\langle r^k\rangle$. Inserting $\theta_k$ and $T_k$, the factors $2^k$ and one $(2J-k)!$ cancel:
$$g_k=\frac{N_kQ_k}{\sqrt{2k+1}}\sqrt{\frac{(2J-k)!\,(2J+k+1)!}{(2J)!\,(2J+1)!}} .$$
The quantity under the last root is $\prod_{i=1}^k(2J+1+i)/(2J+1-i)\approx e^{k(k+1)/(2J+1)}$ when $2J+1\gg k$ (for Yb at $k=6$ the product is 429 and the exponential 191), so the root tends to one only for $2J+1\gg k(k+1)/2$ (for Er at $k=6$ it is still 3.9). In that limit $g_k$ is the rms energy of a rigid cloud of multipole $Q_k$ averaged over orientations, the picture behind the crude estimate. When $2J$ is close to $k$ the root is large. For Yb at $k=6$, $g_6=16\cdot\frac5{429}\sqrt{14!/(13\cdot7!\,8!)}=0.1865\sqrt{33}=1.071$. For Er $g_6=1.997$, so the ratio that governs the energy is 0.536, where that of $\theta_6$ is 71.5.

| ion | $g_2,\ g_4,\ g_6$ | $\langle r^k\rangle/\langle r^k\rangle_{\rm Er}$ |
|---|---|---|
| Tb | $-0.376,\ 0.532,\ -0.280$ | 1.158, 1.298, 1.410 |
| Dy | $-0.360,\ -0.609,\ 0.999$ | 1.100, 1.183, 1.247 |
| Ho | $-0.142,\ -0.440,\ -1.836$ | 1.048, 1.085, 1.113 |
| Er | $0.144,\ 0.457,\ 1.997$ | 1, 1, 1 |
| Tm | $0.376,\ 0.709,\ -1.401$ | 0.957, 0.926, 0.905 |
| Yb | $0.436,\ -0.912,\ 1.071$ | 0.917, 0.860, 0.824 |

The variance confines $\Delta=E_+-E_-$. Let $N$ be the number of states, $2J+1$, for integer $J$, and the number of doublets, $J+\frac12$, for half-integer $J$; in both cases the mean energy is zero and $\sigma^2=N^{-1}\sum_{i=1}^NE_i^2$. Averaging $(E_i-E_-)(E_+-E_i)\ge0$ gives $\sigma^2\le(-E_-)E_+\le\Delta^2/4$, the last step because two positive numbers of sum $\Delta$ have product at most $\Delta^2/4$. Keeping only the extreme terms gives $N\sigma^2\ge E_+^2+E_-^2\ge\Delta^2/2$. Hence
$$2\sigma\le\Delta\le\sqrt{2N}\,\sigma .$$
The lower limit is reached when the levels sit at the two ends in equal numbers, which needs even $N$, the upper when all but two sit at the centre. An estimate needs a shape between these. For $N$ equally spaced levels with step $d$, the positions are $Md$ with $N=2j+1$, so $\sigma^2=d^2j(j+1)/3=d^2(N^2-1)/12$ and $\Delta=(N-1)d$, which gives
$$\Delta_{\rm est}=\sigma\sqrt{12(N-1)/(N+1)} .$$
For integer $J$ this ignores the doublets that tetragonal symmetry enforces. To gauge its scatter, 300 random fields per ion were diagonalized, each of the five terms having its signed contribution to $\sigma$ drawn from a standard normal distribution. Over these 1800 spectra the 5 %, 50 % and 95 % points of $\Delta/\Delta_{\rm est}$ are 0.81, 0.93 and 1.06, so for this ensemble the estimate typically lies high.

## Worked example

Round model parameters stand in for the Er fit: $B_2^0=0.3$, $B_4^0=-2\times10^{-3}$, $B_4^4=2\times10^{-2}$, $B_6^0=2\times10^{-5}$, $B_6^4=4\times10^{-4}$ cm$^{-1}$. Dividing by $\theta_k(\mathrm{Er})$ gives $a_{20}=0.3\times1575/4=118.1$, $a_{40}=-45.0$, $a_{44}=450.4$, $a_{60}=9.7$, $a_{64}=193.2$ cm$^{-1}$. Then $s_2=118.1$, $s_4=\sqrt{45.0^2+450.4^2/35}=88.5$ (from the unrounded $a_{kq}$) and $s_6=\sqrt{9.7^2+193.2^2/63}=26.2$ cm$^{-1}$.

For Yb the ratios $\theta_k(\mathrm{Yb})/\theta_k(\mathrm{Er})$ are $12.5$, $-39$ and $71.5$:
$$B_2^0=0.3\times12.5\times0.917=3.44,$$
$$B_4^0=-2\times10^{-3}\times(-39)\times0.860=0.0671,\qquad B_4^4=-0.671,$$
$$B_6^0=2\times10^{-5}\times71.5\times0.824=1.18\times10^{-3},\qquad B_6^4=0.0236,$$
all in cm$^{-1}$. The three contributions $|g_k|s_k$ are $0.4364\times118.1\times0.917=47.3$, $0.9117\times88.5\times0.860=69.4$ and $1.0712\times26.2\times0.824=23.1$, so $\sigma=\sqrt{47.3^2+69.4^2+23.1^2}=87.1$ cm$^{-1}$. With $N=4$ the splitting lies between 174 and 246 cm$^{-1}$, and $\Delta_{\rm est}=87.1\sqrt{36/5}=234$ cm$^{-1}$. Numerical diagonalization of the $8\times8$ matrix puts the doublets at 0, 100, 175 and 233 cm$^{-1}$. The same steps for the other ions give the following, in cm$^{-1}$, with $\Delta$ from diagonalization.

| ion | $\lvert g_k\rvert s_k$ | $\sigma$ | $\Delta_{\rm crude}$ | $\Delta_{\rm est}$ | $\Delta$ |
|---|---|---|---|---|---|
| Tb | 51, 61, 10 | 80.5 | 209 | 258 | 241 |
| Dy | 47, 64, 33 | 85.5 | 190 | 261 | 238 |
| Ho | 18, 42, 54 | 70.4 | 175 | 230 | 166 |
| Er | 17, 40, 52 | 68.2 | 161 | 209 | 161 |
| Tm | 43, 58, 33 | 79.2 | 149 | 254 | 221 |
| Yb | 47, 69, 23 | 87.1 | 138 | 234 | 233 |

With 1 cm$^{-1}$ = 0.12398 meV, $\Delta$ is 30, 30, 21, 20, 27 and 29 meV from Tb to Yb.

## Comparison

For this field the crude estimate has the right size and the wrong trend. Relative to the diagonalized $\Delta$ it is off by $-13$ % for Tb, $-20$ % for Dy, $+5$ % for Ho, $-33$ % for Tm and $-41$ % for Yb. In this field the splitting has a minimum in the middle of the series and recovers at Yb although the shell keeps shrinking; other Er parameters can place the minimum elsewhere. The crude estimate works for Ho. Ho and Er have opposite $Q_k$ and nearly the same $J$, so their $|g_k|$ agree within 10 % and their $\sigma$ are close; in this field $\Delta/\sigma$ also comes out the same for both, which is observed here and not derived. Part of the dip is visible in $\sigma$: $|Q_2|$ is $\frac2{15}$ for Ho and Er and $\frac13$ for the rest, and their $|g_4|$ are the smallest, which the larger $|g_6|$ does not make up in this field.

The rest of the dip lies in the shape of the spectrum. The ratio $\Delta/\Delta_{\rm est}$ is 0.93, 0.91, 0.87 and 1.00 for Tb, Dy, Tm and Yb, but 0.72 for Ho and 0.77 for Er, below the 5 % point of the random fields. For both ions $\Delta/\sigma=2.36$, near the lower limit 2, so their levels are weighted toward the ends of the spectrum more than an even ladder is. Rank 6 carries 58 % of $\sigma^2$ in Ho and 59 % in Er, and under 20 % in the others; yet this term does not produce the grouping alone. Diagonalizing with terms removed gives $\Delta/\Delta_{\rm est}$ for Ho and Er of 0.86 and 0.98 with rank 6 only, 0.85 and 0.88 without rank 6, 0.94 and 1.02 without rank 4, and 0.72 and 0.77 without rank 2, so in this field the low ratio needs ranks 4 and 6 together. Rescaling $\Delta_{\rm est}$ by the Er ratio 0.773 helps Ho (178 against 166) and harms Tb (199 against 241) and Yb (181 against 233). The second moment transfers exactly within the model and the shape does not, so diagonalization is needed for better than the scatter seen here.

## Where the assumptions fail

Each assumption can be relaxed in turn and $\Delta$ recomputed by diagonalization.

| ion | model | fixed $a_{kq}$ | contraction | $J$ mixing |
|---|---|---|---|---|
| Tb | 241 | 197 | 227 | 235 |
| Dy | 238 | 205 | 227 | 238 |
| Ho | 166 | 152 | 161 | 165 |
| Er | 161 | 161 | 161 | 162 |
| Tm | 221 | 238 | 226 | 221 |
| Yb | 233 | 266 | 243 | 234 |

Nonrelativistic moments change $\Delta$ by about 1 cm$^{-1}$ or less. So does penetration of the 4f tail past a point charge at $R=4.5$ bohr, where $\langle r^k\rangle$ is replaced by $R^{k+1}\langle r_<^k/r_>^{k+1}\rangle$. This lowers the Er sixth moment by 3 %, to 6.833 bohr$^6$, but moves the Tb/Er ratio only from 1.410 to $9.569/6.833=1.400$.

The lattice is not rigid. A uniform bond contraction of 0.5 % per element, a round value, at fixed angles multiplies $A_{kq}$ by $[1-0.005(Z-68)]^{-(k+1)}$ in the point-charge picture. Tb ($Z=65$) has bonds 1.5 % longer than Er and Yb ($Z=70$) 1 % shorter, and $\Delta$ changes by $-6$ % and $+4$ % of the model value, opposing the radial trend.

For $J$ mixing, $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ acts as $\lambda\mathbf L\cdot\mathbf S$ within the term, again by the Wigner–Eckart theorem. In the stretched determinant its expectation value is $\zeta\sum m_lm_s=-\zeta L/2$, since the spin-down electrons carry all of $L$; setting this equal to $\lambda LS$ gives $\lambda=-\zeta/2S$. From $\mathbf L\cdot\mathbf S=\frac12[J(J+1)-L(L+1)-S(S+1)]$ the multiplet $J-1$ lies $\zeta J/2S$ higher: $1971\times6/6=1971$ cm$^{-1}$ for Tb and $3230\times3.5\approx11300$ cm$^{-1}$ for Yb, with $\zeta$ from the ZORA formula for the free ion in the LDA (a model value: the observed Yb$^{3+}$ separation is near 10200 cm$^{-1}$, about 10 % lower). Second-order shifts scale as the square of the field over this gap, and $\Delta^2/\text{gap}$ is 29 cm$^{-1}$ for Tb and 5 cm$^{-1}$ for Yb. Diagonalizing field and spin–orbit coupling together in all $(2L+1)(2S+1)$ states of the term, generated from the stretched determinant by $L_-$ and $S_-$, gives largest level shifts of 14.5 and 1.2 cm$^{-1}$. For Tb the splitting falls by 2.4 %. To leading order the relative effect grows in proportion to the field (4.6 % when the field is doubled), so Tb in a strong field is where the single-multiplet picture fails first.

The largest spread comes from the central assumption. If the field arises mainly from overlap and covalency, or if shielding varies along the series, $a_{kq}$ need not follow the free-ion $\langle r^k\rangle$. Holding $a_{kq}$ fixed is the alternative with no radial trend, and it moves $\Delta$ by $-18$ % for Tb and $+14$ % for Yb relative to the model value. This measures how much rests on the radial scaling and is not a bound on the error. Admixture of other $LS$ terms by spin–orbit coupling changes $\theta_k$ itself and is not computed here; it is absent for Yb, whose 4f$^{13}$ shell has the single term $^2F$. In all the variants the minimum at Ho and Er persists, and at the ends of the series the choice of radial scaling alone moves $\Delta$ by 14 to 18 %, so already the second figure of the transferred splittings depends on that assumption.
